# The Magnetic Hyperfine Constant of a Dirac Orbital

**Q.** You claim that one operator, $ec\,\boldsymbol\alpha\cdot\mathbf A$, gives the whole magnetic hyperfine interaction of a Dirac electron. Where does it come from, and why the plus sign?

**A.** From minimal coupling. The electron has charge $-e$, so a vector potential $\mathbf A$ changes $\mathbf p$ into $\mathbf p+e\mathbf A$. The Dirac kinetic term is linear in momentum:

$$c\,\boldsymbol\alpha\cdot\mathbf p\;\to\;c\,\boldsymbol\alpha\cdot\mathbf p+ec\,\boldsymbol\alpha\cdot\mathbf A .$$

There is no term in $\mathbf A^2$ and no separate spin term, because the matrices $\boldsymbol\alpha$ already carry the spin.

I use Hartree atomic units: $e=\hbar=m_e=1$ and $4\pi\varepsilon_0=1$. Since $\varepsilon_0\mu_0=1/c^2$, we have $\mu_0/4\pi=1/c^2$. The Bohr magneton is $1/2$ and the nuclear magneton is $\mu_N=1/(2m_p)$, with $m_p$ the proton mass in electron masses.

The nucleus is a fixed point dipole $\boldsymbol\mu=g_I\mu_N\mathbf I$, so

$$\mathbf A=\frac{\boldsymbol\mu\times\mathbf r}{c^2r^3}.$$

The triple product can be cycled, $\boldsymbol\alpha\cdot(\boldsymbol\mu\times\mathbf r)=\boldsymbol\mu\cdot(\mathbf r\times\boldsymbol\alpha)$, because the components of $\boldsymbol\mu$, $\mathbf r$ and $\boldsymbol\alpha$ commute between the three sets. With $\hat{\mathbf r}=\mathbf r/r$,

$$H_{\rm hf}=\frac{g_I\mu_N}{c}\,\mathbf I\cdot\frac{\hat{\mathbf r}\times\boldsymbol\alpha}{r^2}.$$

This is $-\boldsymbol\mu\cdot\mathbf B$ in another form. The electron's current density is $\mathbf j=-c\,\psi^\dagger\boldsymbol\alpha\psi$, and the Biot–Savart law gives its field at the nucleus as $\mathbf B=c^{-2}\int \mathbf r\times\mathbf j\,r^{-3}d^3r$. Inserting $\mathbf j$ returns the expectation value of $H_{\rm hf}$.

**Q.** The vector potential is not unique. Would another gauge change the answer?

**A.** Not at first order. Adding $\nabla\chi$ to $\mathbf A$, with $\chi$ a regular function of position, adds $c\,\boldsymbol\alpha\cdot\nabla\chi$ to the energy operator. If $H_0=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V(r)$, then $[H_0,\chi]=-ic\,\boldsymbol\alpha\cdot\nabla\chi$, so the added term is $i[H_0,\chi]$. Its matrix elements between eigenstates of $H_0$ with equal energy vanish.

**Q.** Then fix the orbital. Relativistic formulas change sign with the phase of the small component, so I want yours stated.

**A.** In a central field,

$$\psi_{\kappa m}=\frac1r\begin{pmatrix}P(r)\,\Omega_{\kappa m}\\ iQ(r)\,\Omega_{-\kappa m}\end{pmatrix},\qquad \int_0^\infty(P^2+Q^2)\,dr=1,$$

with $P$ and $Q$ real. The spinor harmonics $\Omega$ couple orbital angular momentum $\mathbf L$ and spin $\boldsymbol\sigma/2$ to $\mathbf J$, and $\kappa$ is defined by

$$\boldsymbol\sigma\cdot\mathbf L\,\Omega_{\kappa m}=-(\kappa+1)\,\Omega_{\kappa m}.$$

For $j=l+\tfrac12$ the eigenvalue of $\boldsymbol\sigma\cdot\mathbf L$ is $l$, so $\kappa=-(l+1)$. For $j=l-\tfrac12$ it is $-(l+1)$, so $\kappa=l$. In both cases $j=|\kappa|-\tfrac12$ and $\kappa(\kappa+1)=l(l+1)$.

Let $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$. It commutes with $\mathbf J$, reverses parity and squares to one. It therefore turns $\Omega_{\kappa m}$ into $\Omega_{-\kappa m}$ up to a phase, which I fix as

$$\sigma_r\,\Omega_{\kappa m}=-\Omega_{-\kappa m}.$$

**Q.** Does that determine the sign of $Q$ relative to $P$?

**A.** Yes, through the Dirac equation. Since $\sigma_r^2=1$,

$$\boldsymbol\sigma\cdot\mathbf p=\sigma_r(\sigma_r\,\boldsymbol\sigma\cdot\mathbf p)=\sigma_r\big(\hat{\mathbf r}\cdot\mathbf p+i\boldsymbol\sigma\cdot(\hat{\mathbf r}\times\mathbf p)\big)=-i\sigma_r\Big(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\Big).$$

Acting on the upper component, with $\partial_r(P/r)=P'/r-P/r^2$, this gives

$$\boldsymbol\sigma\cdot\mathbf p\,\frac Pr\Omega_{\kappa m}=-i\sigma_r\,\frac1r\Big(P'+\frac{\kappa}{r}P\Big)\Omega_{\kappa m}=\frac ir\Big(P'+\frac{\kappa}{r}P\Big)\Omega_{-\kappa m}.$$

The same rule with $\kappa\to-\kappa$ acts on the lower component, where $i\cdot i=-1$. With $E$ measured from the rest energy, the two radial equations are

$$c\Big(P'+\frac{\kappa}{r}P\Big)=(2c^2+E-V)\,Q,\qquad c\Big(-Q'+\frac{\kappa}{r}Q\Big)=(E-V)\,P .$$

Reversing the phase convention would reverse $Q$ and the sign written in the final formula, but not the energy.

**Q.** Now the matrix element. What do the off-diagonal blocks of $\boldsymbol\alpha$ do?

**A.** They connect $P$ only with $Q$. The volume element supplies $r^2$, the two orbitals supply $1/r^2$ and the operator another $1/r^2$. Hence

$$\Big\langle\kappa m\Big|\frac{\hat{\mathbf r}\times\boldsymbol\alpha}{r^2}\Big|\kappa m'\Big\rangle=R\,\big(i\mathbf M-i\mathbf M^\dagger\big)_{mm'},\qquad R=\int_0^\infty\frac{PQ}{r^2}\,dr,$$

where $\mathbf M_{mm'}=\langle\Omega_{\kappa m}|\hat{\mathbf r}\times\boldsymbol\sigma|\Omega_{-\kappa m'}\rangle$. The factor $i$ belongs to the small component on the right, and $-i$ to its conjugate on the left. The second angular matrix is $\mathbf M^\dagger$, component by component, because each component of $\hat{\mathbf r}\times\boldsymbol\sigma$ is Hermitian.

**Q.** $\mathbf M$ connects different orbital angular momenta. Must I now sum Clebsch–Gordan coefficients?

**A.** No. Replace $\Omega_{-\kappa m'}$ by $-\sigma_r\Omega_{\kappa m'}$. This leaves the operator $(\hat{\mathbf r}\times\boldsymbol\sigma)\sigma_r$ between two spinors with the same $\kappa$. Using $\sigma_b\sigma_d=\delta_{bd}+i\epsilon_{bdf}\sigma_f$, with repeated indices summed,

$$\begin{aligned}
[(\hat{\mathbf r}\times\boldsymbol\sigma)\sigma_r]_a&=\epsilon_{aqb}\,\hat r_q\,\sigma_b\sigma_d\,\hat r_d\\
&=\epsilon_{aqb}\,\hat r_q\hat r_b+i\,\epsilon_{aqb}\,\hat r_q\,\epsilon_{bdf}\,\hat r_d\sigma_f .
\end{aligned}$$

The first term is $\hat{\mathbf r}\times\hat{\mathbf r}=0$. The second is a double cross product:

$$(\hat{\mathbf r}\times\boldsymbol\sigma)\sigma_r=i\,\hat{\mathbf r}\times(\hat{\mathbf r}\times\boldsymbol\sigma)=i(\hat{\mathbf r}\sigma_r-\boldsymbol\sigma).$$

With the minus sign from the replacement,

$$\mathbf M_{mm'}=i\,\langle\Omega_{\kappa m}|\boldsymbol\sigma-\hat{\mathbf r}\sigma_r|\Omega_{\kappa m'}\rangle .$$

**Q.** You will now say that a vector operator is proportional to $\mathbf J$. I would like to see why.

**A.** Let $\mathbf v$ be a vector operator restricted to the $2j+1$ states of one multiplet. Restriction preserves its commutators with $\mathbf J$, since $\mathbf J$ does not leave the multiplet. With $v_\pm=v_x\pm iv_y$, these include

$$[J_z,v_+]=v_+,\quad [J_+,v_+]=0,\quad [J_-,v_+]=-2v_z,\quad [J_-,v_z]=v_- .$$

The first says that $v_+$ raises $m$ by one, so $v_+|m\rangle=b_mJ_+|m\rangle$ for $m<j$. Apply the second to $|m\rangle$: it gives $(b_m-b_{m+1})J_+^2|m\rangle=0$. Neighbouring coefficients are therefore equal, and $v_+=bJ_+$. The third relation then gives $v_z=bJ_z$, because $[J_-,J_+]=-2J_z$. The fourth gives $v_-=bJ_-$, because $[J_-,J_z]=J_-$. So $\mathbf v=b\mathbf J$.

To find $b$, take the product with $\mathbf J$: $\mathbf v\cdot\mathbf J=b\,j(j+1)$. Thus, inside the multiplet,

$$\mathbf V=\frac{\langle\mathbf V\cdot\mathbf J\rangle}{j(j+1)}\,\mathbf J .$$

Both $\boldsymbol\sigma$ and $\hat{\mathbf r}\sigma_r$ are vector operators, the latter because $\sigma_r$ is a scalar.

**Q.** And the two scalar products?

**A.** For the first, $\mathbf J=\mathbf L+\boldsymbol\sigma/2$ and $\boldsymbol\sigma\cdot\boldsymbol\sigma=3$ give

$$\boldsymbol\sigma\cdot\mathbf J=\boldsymbol\sigma\cdot\mathbf L+\tfrac32=-(\kappa+1)+\tfrac32=\tfrac12-\kappa .$$

For the second, $\hat{\mathbf r}\cdot\mathbf L=\hat{\mathbf r}\cdot(\mathbf r\times\mathbf p)=0$, so

$$(\hat{\mathbf r}\sigma_r)\cdot\mathbf J=\sigma_r\,\hat{\mathbf r}\cdot\mathbf J=\sigma_r\Big(0+\frac{\sigma_r}{2}\Big)=\tfrac12 .$$

The halves cancel in the difference, which is $-\kappa$. Therefore

$$\mathbf M=-\frac{i\kappa}{j(j+1)}\,\mathbf J,\qquad \mathbf M^\dagger=+\frac{i\kappa}{j(j+1)}\,\mathbf J,$$

where $\mathbf J$ stands for its matrices in the multiplet. The two cross terms add:

$$i\mathbf M-i\mathbf M^\dagger=\frac{\kappa\mathbf J}{j(j+1)}+\frac{\kappa\mathbf J}{j(j+1)}=\frac{2\kappa}{j(j+1)}\,\mathbf J .$$

**Q.** So what is the hyperfine constant?

**A.** Within one level $j$, the interaction is $A\,\mathbf I\cdot\mathbf J$, where the scalar $A$ is not to be confused with the vector potential:

$$\boxed{A=\frac{2g_I\mu_N}{c}\,\frac{\kappa}{j(j+1)}\int_0^\infty\frac{PQ}{r^2}\,dr=\frac{g_I}{c\,m_p}\,\frac{\kappa}{j(j+1)}\int_0^\infty\frac{PQ}{r^2}\,dr}$$

With $\mathbf F=\mathbf I+\mathbf J$, squaring gives $2\,\mathbf I\cdot\mathbf J=\mathbf F^2-\mathbf I^2-\mathbf J^2$, hence

$$E_F=\frac A2\,[F(F+1)-I(I+1)-j(j+1)].$$

The numerical check tests this by integrating $c\,\boldsymbol\alpha\cdot\mathbf A$ over four-component orbitals and diagonalizing the result together with the nuclear spin.

The form of $V(r)$ was not used in the angular work, so the formula also serves a mean-field orbital. In that picture a filled subshell contributes nothing, because the trace of $\mathbf J$ over its $m$ states is zero. Polarization of the core by an open shell lies outside this one-orbital result.

**Q.** First order within one $j$: does the operator respect that restriction?

**A.** Not by itself. It can mix levels of different $j$, such as $2p_{1/2}$ and $2p_{3/2}$, and this shifts energies at second order. In hydrogen with a proton the two $F=1$ levels of $2p$ repel by about $0.0025$ MHz each, so the $2p$ constants tabulated below are first-order values whose last digit does not give the level splitting. The result needs hyperfine matrix elements that are small compared with the spacing of the levels they mix. The degeneracy of $2s_{1/2}$ and $2p_{1/2}$ in a point Coulomb field does no harm: $\hat{\mathbf r}\times\boldsymbol\alpha$ has even parity, and these states have opposite parity.

**Q.** I know a contact term for $s$ electrons and an $r^{-3}$ average for the others. I see neither.

**A.** Both are in $PQ$. As $c\to\infty$, the first radial equation gives, to leading order,

$$Q=\frac1{2c}\Big(P'+\frac\kappa rP\Big),\qquad R=\frac1{2c}\int_0^\infty\Big(\frac{PP'}{r^2}+\kappa\frac{P^2}{r^3}\Big)dr .$$

For an $s$ state, $\kappa=-1$ and the integrand is a total derivative:

$$\frac{PP'}{r^2}-\frac{P^2}{r^3}=\frac{d}{dr}\,\frac{P^2}{2r^2}.$$

At infinity $P$ vanishes, and near the origin $P\simeq P'(0)\,r$. The lower limit gives

$$R\to-\frac{P'(0)^2}{4c}.$$

With $j(j+1)=\tfrac34$ and $|\psi(0)|^2=P'(0)^2/4\pi$,

$$A\to\frac{g_I}{cm_p}\Big(-\frac43\Big)\Big(-\frac{P'(0)^2}{4c}\Big)=\frac{g_IP'(0)^2}{3m_pc^2}=\frac{4\pi g_I}{3m_pc^2}\,|\psi(0)|^2 .$$

This is the Fermi contact result with electron $g$ factor 2. It is positive for $g_I>0$, which also checks the sign: $Q$ is opposite to $P$ in the $1s$ orbital, and $\kappa$ is negative.

For $l\ge1$, $P$ vanishes as $r^{l+1}$, so $P^2/r^2$ is zero at both limits. Integration by parts gives $\int PP'r^{-2}dr=\int P^2r^{-3}dr=\langle r^{-3}\rangle$. Then

$$R\to\frac{(1+\kappa)\langle r^{-3}\rangle}{2c},\qquad A\to\frac{g_I}{2m_pc^2}\,\frac{l(l+1)}{j(j+1)}\,\langle r^{-3}\rangle,$$

where $\kappa(\kappa+1)=l(l+1)$ was used.

**Q.** Put hydrogen into it.

**A.** Take a fixed point proton, $g_I=5.5856947$, $m_p=1836.15267$ and $c=137.035999$. For $1s_{1/2}$, the factor $\kappa/[j(j+1)]$ is $-1.333333$ and the computed integral is $R=-7.297935\times10^{-3}$ a.u. Then

$$A=\frac{5.5856947\times(-1.333333)\times(-7.297935\times10^{-3})}{137.035999\times1836.15267}=2.16009\times10^{-7}\ \text{hartree},$$

or $1421.27$ MHz. For $I=j=\tfrac12$ the shifts are $A/4=355.32$ MHz for $F=1$ and $-3A/4=-1065.95$ MHz for $F=0$, so the splitting is $A$.

| Orbital | $R$ (a.u.) | $A$ (MHz) | Nonrelativistic $A$ (MHz) |
|---|---:|---:|---:|
| $1s_{1/2}$ | $-7.2979\times10^{-3}$ | 1421.27 | 1421.16 |
| $2s_{1/2}$ | $-9.1227\times10^{-4}$ | 177.67 | 177.64 |
| $2p_{1/2}$ | $3.0409\times10^{-4}$ | 59.221 | 59.215 |
| $2p_{3/2}$ | $-1.5203\times10^{-4}$ | 11.843 | 11.843 |

$R$ changes sign with $\kappa$, while $A$ stays positive.

**Q.** Are those digits a prediction for real hydrogen?

**A.** No. They serve to compare two versions of the same model. The relativistic change in $1s$ is about $0.11$ MHz, or $8\times10^{-5}$ of $A$. Proton recoil, left out here, scales the contact density by $(1+1/m_p)^{-3}$, a reduction of about $1.6\times10^{-3}$. The anomalous electron moment, also left out, is an effect of about one part in a thousand. Both exceed the relativistic change.

**Q.** Then show me where relativity matters, preferably with a formula rather than a computed integral.

**A.** A point Coulomb field, $V=-Z/r$, allows one for the states with $\kappa=-n$: $1s_{1/2}$, $2p_{3/2}$ and so on. Try $P=Nr^\gamma e^{-\lambda r}$ and $Q=qP$. The $1/r$ terms of the two radial equations give

$$c(\gamma-n)=qZ,\qquad -cq(\gamma+n)=Z .$$

Eliminating $q$ yields $\gamma=\sqrt{n^2-(Z/c)^2}$, with $q=-(Z/c)/(n+\gamma)$. The constant terms give $-c\lambda=q(2c^2+E)$ and $E=cq\lambda$. Eliminating $E$, we find $\lambda=-2cq/(1+q^2)$.

Now $(n+\gamma)^2+(Z/c)^2=(n+\gamma)^2+n^2-\gamma^2=2n(n+\gamma)$, so

$$1+q^2=\frac{2n}{n+\gamma},\qquad \frac q{1+q^2}=-\frac{Z}{2nc},\qquad \lambda=\frac Zn .$$

The normalized integral is a ratio of gamma functions:

$$R=\frac q{1+q^2}\,\frac{\int_0^\infty r^{2\gamma-2}e^{-2\lambda r}dr}{\int_0^\infty r^{2\gamma}e^{-2\lambda r}dr}=-\frac Z{2nc}\,\frac{4\lambda^2}{2\gamma(2\gamma-1)}=-\frac{Z^3}{c\,n^3\gamma(2\gamma-1)} .$$

For $1s$, the nonrelativistic value is $-Z^3/c$, so the enhancement is $1/[\gamma(2\gamma-1)]$. For small $Z/c$ this is $1+\tfrac32(Z/c)^2$, which accounts for the small change in hydrogen.

**Q.** And for a heavy ion?

**A.** Take a model one-electron ion with a point nucleus, $Z=80$ and $g_I=1$. For $1s$, $\gamma=0.811906$, so

$$\frac1{\gamma(2\gamma-1)}=\frac1{0.811906\times0.623812}=1.974 .$$

The numerical solution gives the same ratio, with $A=3.909\times10^{-2}$ hartree. The ratios to the nonrelativistic values for the other orbitals are $2.534$ for $2s_{1/2}$, $2.366$ for $2p_{1/2}$ and $1.110$ for $2p_{3/2}$.

**Q.** Why should $2p_{1/2}$ behave like an $s$ state?

**A.** Near a point charge, both components vary as $r^\gamma$ with $\gamma=\sqrt{\kappa^2-(Z/c)^2}$. This follows from the $1/r$ terms of the radial equations, which depend on $\kappa$ only through $\kappa^2$ once $Q$ is eliminated. The states with $\kappa=\pm1$ therefore share the integrand $r^{2\gamma-2}$ at small $r$, which here grows towards the nucleus. In the nonrelativistic limit the $p_{1/2}$ integrand falls to zero there as $r$. This makes a strong enhancement of $2p_{1/2}$ plausible, although the exponent alone does not fix its size.

**Q.** An integrand that grows at the origin worries me. Does the integral always exist?

**A.** For a point charge it converges only if $2\gamma-2>-1$, that is $\gamma>\tfrac12$. For $|\kappa|=1$ this means $Z<\sqrt3\,c/2=118.68$. The $1s$ formula shows the divergence through its factor $2\gamma-1$.

A finite charge distribution removes it, even with the dipole kept pointlike. For $\kappa=-1$ and a potential with finite value $V_0$ at the centre, $P\simeq ar$. The second radial equation then gives $Q\simeq a(V_0-E)r^2/(3c)$, so $PQ/r^2$ vanishes as $r$.

**Q.** Then how far can I trust the point nucleus at $Z=80$?

**A.** Look at where the $1s$ integral comes from. Choose a radius $r_0=7$ fm, a nuclear length scale. The part inside it is $10.0\%$ of the whole in the Dirac case, against $2.1\%$ if the nonrelativistic density is used. For $2Zr_0\ll1$ this share is approximately $(2Zr_0)^{2\gamma-1}/\Gamma(2\gamma)$, and the lower power makes it larger in the Dirac case.

These shares are not finite-nucleus corrections. They show that a calculation aiming at accuracy of a few percent in such an ion must examine the distributions of nuclear charge and magnetization. The first changes $P$ and $Q$. The second changes $\mathbf A$ inside the nucleus, so that the weight $1/r^2$ no longer holds there. If the magnetization is parallel to $\boldsymbol\mu$ everywhere and its magnitude depends only on $r$, the angular factor $\kappa/[j(j+1)]$ survives, because $\mathbf A$ keeps the direction $\boldsymbol\mu\times\mathbf r$ and only its radial dependence changes.

## Computed values

```
speed of light c = 137.035999 a.u.
proton mass = 1836.15267 electron masses
proton g factor = 5.5856947
Hydrogen, fixed point proton, Z = 1
1s1/2: kappa/(j(j+1)) = -1.333333
1s1/2: nonrelativistic P'(0)^2 = 4.000000 a.u.
1s1/2: integral PQ/r^2 = -7.297935e-03 a.u.
1s1/2: A = 1421.2731 MHz
1s1/2: nonrelativistic A = 1421.1595 MHz
1s1/2: A = 2.160093e-07 hartree
1s1/2: F=1 shift = 355.3183 MHz
1s1/2: F=0 shift = -1065.9548 MHz
2s1/2: kappa/(j(j+1)) = -1.333333
2s1/2: nonrelativistic P'(0)^2 = 0.500000 a.u.
2s1/2: integral PQ/r^2 = -9.122723e-04 a.u.
2s1/2: A = 177.6650 MHz
2s1/2: nonrelativistic A = 177.6449 MHz
2p1/2: kappa/(j(j+1)) = 1.333333
2p1/2: nonrelativistic <r^-3> = 0.041667 a.u.
2p1/2: integral PQ/r^2 = 3.040881e-04 a.u.
2p1/2: A = 59.2212 MHz
2p1/2: nonrelativistic A = 59.2150 MHz
2p3/2: kappa/(j(j+1)) = -0.533333
2p3/2: nonrelativistic <r^-3> = 0.041667 a.u.
2p3/2: integral PQ/r^2 = -1.520305e-04 a.u.
2p3/2: A = 11.8432 MHz
2p3/2: nonrelativistic A = 11.8430 MHz
1s contact value from SI constants = 1421.1595 MHz
Model one-electron ion, point nucleus, Z = 80, g_I = 1
1s1/2: integral PQ/r^2 = -7376.9330 a.u.
1s1/2: A = 3.909049e-02 hartree
1s1/2: A / nonrelativistic A = 1.97442
2s1/2: integral PQ/r^2 = -1183.4124 a.u.
2s1/2: A = 6.270922e-03 hartree
2s1/2: A / nonrelativistic A = 2.53391
2p1/2: integral PQ/r^2 = 368.2866 a.u.
2p1/2: A = 1.951557e-03 hartree
2p1/2: A / nonrelativistic A = 2.36571
2p3/2: integral PQ/r^2 = -86.3994 a.u.
2p3/2: A = 1.831328e-04 hartree
2p3/2: A / nonrelativistic A = 1.10998
gamma for |kappa| = 1, Z = 80: 0.811906
largest Z for convergence, |kappa| = 1: 118.68
chosen radius = 7.0 fm
share of 1s integral inside it, Dirac = 0.09988
same share, nonrelativistic = 0.02094
```
